\section*{Long-time diffusivity on a random-trap lattice from the mean residence time, part 2}

A walker makes hops $\boldsymbol\delta$ of length $a$ between nearest neighbours on a cubic Bravais lattice of dimension $d$ and coordination $z$. It waits on site $i$ for an exponential time of mean $\tau_i$, then goes to each neighbour with probability $1/z$ (symmetric exits). With $\mathbf R$ the displacement from the start and $N(t)$ the number of hops up to time $t$, any fixed arrangement of the $\tau_i$ obeys
\begin{equation}
\langle R^2\rangle=a^2\langle N(t)\rangle .
\label{eq:count}
\end{equation}
For every periodic arrangement, with $\langle\tau\rangle$ the equal-weight average over sites, this leads to the law
\begin{equation}
D=\lim_{t\to\infty}\frac{\langle R^2\rangle}{2dt}=\frac{a^2}{2d\langle\tau\rangle}.
\label{eq:law}
\end{equation}
At equilibrium the occupation of a site is proportional to $\tau_i$; a uniform start gives all sites equal probability. Diagonalization finds $D$ from the decay rate $Dq^2$ of $\langle e^{iqX}\rangle$ at small $q$, where $X$ is the displacement along one axis.

Unequal exits can break the law. On a chain whose bonds alternate between hop rates $w_1$ and $w_2$, $D=a^2/\langle1/w\rangle$ with $\langle1/w\rangle=(1/w_1+1/w_2)/2$. This chain, a chain with five repeated residence times and a random fcc cell reappear in the computed values at the end.

For an infinite random lattice, the $\tau_i$ are drawn independently from one distribution with mean $m=\langle\tau\rangle$, finite variance $s^2$ and smallest value $\tau_{\min}>0$. The visited sites $S_k$ form a simple random walk, independent of the traps. The time taken by $n$ hops is
\begin{equation}
T_n=\sum_{k=0}^{n-1}\tau(S_k)\,\varepsilon_k ,
\end{equation}
where the $\varepsilon_k$ are independent exponential variables of mean one. Averaged over hops, waiting times and traps, $\langle T_n\rangle=nm$ and
\begin{equation}
\mathrm{Var}\,T_n=n(m^2+2s^2)+2s^2\sum_{l=1}^{n-1}(n-l)p_l ,
\label{eq:var}
\end{equation}
where $p_l$ is the probability that the walk is back at a given site $l$ hops after leaving it. It remains to show that the average hop rate tends to $1/m$.

\subsection{Returns become rare enough}

The probability of a displacement after $l$ hops has a Fourier transform equal to the $l$th power of that for one hop. The return probability is its average over the Brillouin zone:
\begin{equation}
p_l=\overline{\lambda(\mathbf q)^l},\qquad
\lambda(\mathbf q)=\frac1z\sum_{\boldsymbol\delta}\cos\mathbf q\cdot\boldsymbol\delta .
\end{equation}
The modulus of $\lambda$ is at most one. It equals one only if all the cosines are $+1$ or all are $-1$. Each $\mathbf q\cdot\boldsymbol\delta$ is then a multiple of $\pi$, and since the $\boldsymbol\delta$ span space, this happens only at isolated points. Everywhere else $\lambda^l\to0$. The integrand is bounded by one, so its average also tends to zero: $p_l\to0$ in every dimension.

Using $n-l\le n$ in \eqref{eq:var},
\begin{equation}
\frac{\mathrm{Var}\,T_n}{n^2}\le\frac{m^2+2s^2}{n}+2s^2\,\frac1n\sum_{l=1}^{n-1}p_l .
\end{equation}
The running average of a sequence that tends to zero also tends to zero, so the right side vanishes as $n\to\infty$. By Chebyshev's inequality, $T_n/n\to m$ in probability.

The chain is a demanding case, because returns are frequent there. Let $\tau=1$ with probability $0.8$ and $\tau=10$ with probability $0.2$. Then $m=2.8$ and $s^2=0.2\times0.8\times9^2=12.96$. In 20\,000 simulated walks of 200 hops, the average of $T_n/n$ is $2.80$ and the variance of $T_n$ is $4.10\times10^4$, against $4.07\times10^4$ from \eqref{eq:var}. The difference of $0.7\%$ is within the sampling error of one to two per cent.

The approach to the limit is slow in one dimension. Returns need an even number $l=2r$ of hops, and Stirling's formula gives $p_{2r}\simeq1/\sqrt{\pi r}$. For large $n$ the sum in \eqref{eq:var} becomes
\begin{equation}
\int_0^{n/2}\frac{n-2r}{\sqrt{\pi r}}\,dr
=\frac1{\sqrt\pi}\left[2n\left(\frac n2\right)^{1/2}-\frac43\left(\frac n2\right)^{3/2}\right]
=\frac{2\sqrt2}{3\sqrt\pi}\,n^{3/2}.
\end{equation}
The relative spread $\sqrt{\mathrm{Var}\,T_n}/(nm)$ thus falls as $n^{-1/4}$. Equation \eqref{eq:var} gives $0.360$, $0.112$ and $0.035$ for $200$, $2\times10^4$ and $2\times10^6$ hops: a hundred times more hops reduce the spread by a factor of about $100^{1/4}=3.2$.

\subsection{From the time of $n$ hops to the number of hops}

At least $n$ hops have been made by time $t$ if and only if the first $n$ hops took no longer than $t$:
\begin{equation}
N(t)\ge n\quad\Longleftrightarrow\quad T_n\le t .
\end{equation}
Choose a number $c$ and let $n$ be the smallest integer not below $ct$. Then $T_n/t\to cm$ in probability. If $c<1/m$, the limit is below one and the probability of $N\ge ct$ tends to one. If $c>1/m$, it tends to zero. Therefore $N/t\to1/m$ in probability.

The mean square displacement needs the mean of $N$, and rare histories with very many hops might upset it. The lower bound on $\tau$ excludes this. Since $T_n\ge\tau_{\min}\sum_k\varepsilon_k$, $N(t)$ cannot exceed the count of a Poisson process of rate $1/\tau_{\min}$ built from the same $\varepsilon_k$. Hence
\begin{equation}
\frac{\langle N^2\rangle}{t^2}\le\frac1{\tau_{\min}^2}+\frac1{\tau_{\min}t},
\end{equation}
which stays finite at large $t$. Let $\Delta=|N/t-1/m|$. Its second moment then stays bounded too. For any $\eta>0$, splitting the average at $\Delta=\eta$ and applying the Cauchy--Schwarz inequality to the upper part gives
\begin{equation}
\langle\Delta\rangle\le\eta+\langle\Delta^2\rangle^{1/2}\,
\left[\mathrm{Prob}(\Delta>\eta)\right]^{1/2}.
\end{equation}
The second term tends to zero, and $\eta$ may be as small as desired. So $\langle\Delta\rangle\to0$ and $\langle N\rangle/t\to1/m$. With $\langle R^2\rangle=a^2\langle N\rangle$,
\begin{equation}
\lim_{t\to\infty}\frac{\langle R^2\rangle}{2dt}=\frac{a^2}{2dm}.
\label{eq:infinite}
\end{equation}

Equation \eqref{eq:infinite} contains an average over trap arrangements. For one arrangement, let $\overline N$ be the mean of $N$ over hops and waiting times alone. The modulus of an average does not exceed the average of the modulus, so the mean of $|\overline N/t-1/m|$ over arrangements is at most $\langle\Delta\rangle$. It tends to zero, and a single large sample therefore has the same diffusivity in the sense of convergence in probability.

If the distribution has so long a tail that $\langle\tau\rangle$ is infinite, the diffusivity is zero. To see this, replace each $\tau$ by the smaller of $\tau$ and a cutoff $K$. Waiting times can only shrink, so the number of hops can only grow. The cut distribution satisfies the assumptions above, whence $\langle N\rangle/t$ has an upper limit of at most $1/\langle\min(\tau,K)\rangle$. This bound goes to zero as $K\to\infty$. The mean square displacement then grows more slowly than $t$.

\subsection{A vacancy among traps in fcc nickel}

A vacancy in nickel at $1000\,$K, with $kT=0.08617\,$eV, serves as an example. The parameters are rough typical values: lattice constant $a_0=0.352\,$nm, migration energy $E_m=1.2\,$eV and attempt frequency $\nu=10^{13}\,\mathrm{s^{-1}}$ for each of the 12 hop directions. One solute atom per cell of 256 sites binds the vacancy by $E_b=0.2\,$eV on each of its 12 neighbouring sites. All saddle points have the same energy, so a bound vacancy must climb $E_m+E_b$ in every direction. This common saddle makes the exits symmetric. The solute's own site is first treated as an ordinary site.

The 12 traps surround one atom and so are not independently placed. The theorem for periodic cells covers this case, since it allows any arrangement. The residence times are
\begin{align}
\tau_0&=\frac{e^{E_m/kT}}{12\nu}=9.30\,\mathrm{ns},\\
\tau_t&=\tau_0e^{E_b/kT}=10.185\,\tau_0=94.7\,\mathrm{ns}.
\end{align}
With the trap fraction $f=12/256=0.0469$,
\begin{equation}
\frac{\langle\tau\rangle}{\tau_0}=1-f+f\,e^{E_b/kT}=1+0.0469\times9.185=1.43,
\qquad \langle\tau\rangle=13.3\,\mathrm{ns}.
\end{equation}
The jump length is $a=a_0/\sqrt2=0.2489\,$nm, and
\begin{equation}
D=\frac{a^2}{6\langle\tau\rangle}
=\frac{(2.489\times10^{-8}\,\mathrm{cm})^2}{6\times1.331\times10^{-8}\,\mathrm s}
=7.8\times10^{-9}\,\mathrm{cm^2/s},
\end{equation}
or $7.8\times10^{-13}\,\mathrm{m^2/s}$. Diagonalization of the hopping problem gives the same value. Without traps $D$ would be $1.11\times10^{-8}\,\mathrm{cm^2/s}$. Vacancies spread evenly over the sites would start with an apparent diffusivity of $1.06\times10^{-8}\,\mathrm{cm^2/s}$, and the slowest relaxation within the cell takes $163\,$ns.

At equilibrium the traps hold the share $\phi=fe^{E_b/kT}\tau_0/\langle\tau\rangle=0.334$ of the vacancies, although they are less than $5\%$ of the sites. This share also sets the temperature dependence. With $\beta=1/kT$ and temperature-independent parameters, $\ln D=\mathrm{const}-\beta E_m-\ln(1-f+fe^{\beta E_b})$, so the apparent activation energy is
\begin{equation}
-\frac{d\ln D}{d\beta}=E_m+\frac{fe^{\beta E_b}}{1-f+fe^{\beta E_b}}\,E_b
=E_m+\phi E_b ,
\end{equation}
which is $1.2+0.334\times0.2=1.27\,$eV at $1000\,$K. When only a small share of the vacancies is bound it returns to $E_m$, and when nearly all vacancies are bound it approaches $E_m+E_b$. With the same traps, $D$ is $1.9\times10^{-10}\,\mathrm{cm^2/s}$ at $800\,$K and $8.9\times10^{-8}\,\mathrm{cm^2/s}$ at $1200\,$K. The factor $\langle\tau\rangle/\tau_0$ falls from $1.81$ to $1.28$.

\subsection{The solute's own site}

A substitutional solute does not leave its site free for the vacancy. The vacancy can enter only by exchanging places with the solute, and then the traps move. Suppose first that the exchange passes over the same saddle energy as other hops. Let $\mathbf r\ne0$ be the position of the vacancy relative to the solute, within the periodic cell. There are 255 such states, each with 12 equally likely exits.

For each vacancy displacement $\boldsymbol\delta$, a state $\mathbf r$ has one predecessor. It is $\mathbf r-\boldsymbol\delta$ if this is not zero. If $\mathbf r=\boldsymbol\delta$, it is $-\boldsymbol\delta$: the vacancy moves by $\boldsymbol\delta$, the solute by $-\boldsymbol\delta$, and the relative position changes by $2\boldsymbol\delta$. Probabilities proportional to $\tau_{\mathbf r}$ therefore give each state 12 equal inflows that balance its outflow. The vacancy still has symmetric exits, so the law holds, with the mean over the 255 allowed states. That mean is $(243+12\times10.185)/255=1.432$ in units of $\tau_0$, and $D$ is $0.1\%$ lower than before. Diagonalization in the relative coordinate confirms it. This relative coordinate moves all periodic copies of the solute together. A single vacancy moves one solute at a time and in the long run randomizes the array. The same counting of exits and predecessors shows that the law still holds under the common-saddle condition, but the mean is then taken over random solute arrangements, in which trap shells can overlap. At one solute per 256 sites, $\langle\tau\rangle/\tau_0$ becomes $1.42$ if a site next to two solutes binds by $E_b$ only, and $1.53$ if the bindings add, which lowers $D$ by about $6\%$.

In the opposite limit the solute is frozen and its site is closed. Each trap then has 11 open exits, which are no longer balanced in direction. The computed $D$ is $0.6\%$ below that of the simple model. An exchange much easier than an ordinary hop lies outside these two cases.

\subsection{How far real nickel departs from the model}

The lattice constant is that of nickel near room temperature. The migration energy lies in the upper part of the reported range; values near $1.05\,$eV are often quoted. The binding energy varies with the solute, and $0.2\,$eV represents a fairly strong trap. Real alloys break the common-saddle assumption. If each saddle instead follows the energies of the two sites it joins by half, its energy is $E_m+(E_i+E_j)/2$, with $E_i=-E_b$ on traps and zero elsewhere. The barrier from a trap to a free site is then $E_m+E_b/2$, but from one trap to another it is $E_m$. For this periodic arrangement $D$ rises by $15\%$, with or without a frozen solute. Inserting the residence times of this model into $a^2/(6\langle\tau\rangle)$ would give a rise of $44\%$, so the law then overestimates $D$ by about $25\%$. A random scatter of $0.05\,$eV in the saddle energies, in one draw, raises $D$ by $14\%$; over many draws the rise averages about $11\%$ and varies by a few per cent. The residence times of the one draw would give a rise of $19\%$, an overestimate of about $4\%$. The error of the law with unequal exits thus depends on how the saddles are related to the traps. Uncertain energies matter too, the migration energy most of all. A binding energy of $0.15$ or $0.25\,$eV multiplies $D$ by $1.17$ or $0.79$, and a migration energy lower by $0.05\,$eV multiplies it by $1.79$. A migration energy of $1.04\,$eV would multiply it by $6.4$, and the migration entropy has been left out of the prefactor. The absolute value is therefore only an order-of-magnitude estimate, and is probably too low. The slowing by traps is less uncertain if the binding energy is known, but it still depends on the saddles: it is a factor of $1.43$ with a common saddle and $1.24$ when the saddles follow the site energies by half.

Two further assumptions hold well here. For a rough formation energy of $1.6\,$eV, the equilibrium probability that a given trap is already occupied is $9\times10^{-8}$, so vacancies do not block one another. A strongly supersaturated crystal would need a separate estimate. Vacancies also disappear at dislocations. For a dislocation density $\rho=10^8\,\mathrm{cm^{-2}}$, the diffusion time over the typical spacing, $1/(\rho D)$, is about $1.3\,$s. This is nearly seven orders of magnitude longer than the relaxation among the traps, so a vacancy reaches the long-time regime well before it is lost. Most of the computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
RANDOM FCC CELL (length a0/2, time unit 1)
sites 108, mean tau 1.49780, mean 1/tau 1.61538
D from diagonalization, x y z: 0.222549 0.222549 0.222549
D from a^2/(6<tau>): 0.222549
CHAIN (a = 1, time unit 1), tau = 1 4 1 0.5 10
1/<tau> 0.30303, <1/tau> 0.87000
t 0.001: MSD/t equilibrium start 0.30303, uniform start 0.86967
t 3: MSD/t equilibrium start 0.30303, uniform start 0.50470
t 400: MSD/t equilibrium start 0.30303, uniform start 0.30541
t 600: MSD/t equilibrium start 0.30303, uniform start 0.30462
uniform start, slope between t = 400 and 600: 0.303030
CLOCK: tau 1 or 10 (fraction 0.2), <tau> 2.80, Var tau 12.96
20000 walks of 200 hops: T/n 2.8016, Var T 4.098e+04, formula 4.071e+04
relative spread of T at 200, 2e4, 2e6 hops: 0.3603 0.1117 0.0353
UNEQUAL EXITS, bond rates 1 and 0.1: D 0.18182, 1/<1/w> 0.18182, a^2/(2<tau>) 0.55000
VACANCY IN FCC NI, rough parameters
a0 0.352 nm, jump 0.2489 nm, T 1000 K, kT 0.08617 eV
migration 1.2 eV, binding 0.2 eV, attempt 1e+13 1/s
sites 256, traps 12, trap fraction 0.04688
tau free 9.301 ns, trap 94.73 ns, ratio 10.185
<tau> 13.306 ns, <tau>/tau free 1.4305
D without traps 1.1101e-08 cm2/s
D with traps, diagonalization 7.7598e-09 cm2/s
D with traps, a^2/(6<tau>) 7.7598e-09 cm2/s
short-time D, uniform start 1.0631e-08 cm2/s
walker share in traps at equilibrium 0.3337
T 800 K: <tau>/tau free 1.8060, D 1.8910e-10 cm2/s
T 1200 K: <tau>/tau free 1.2774, D 8.8508e-08 cm2/s
NEGLECTED EFFECTS, D relative to D with traps
solute exchanges over common saddle: 0.99882
frozen solute blocks its site: 0.99383
saddles follow end states by half: 1.1533
same, with frozen solute: 1.1514
saddle scatter 0.05 eV, one draw: 1.1441
  a^2/(6<tau>) from its own residence times: 1.1896
binding 0.15 eV instead: 1.1722
binding 0.25 eV instead: 0.7921
migration energy lower by 0.05 eV: 1.7864
trap occupation by vacancies (formation 1.6 eV): 8.80e-08
slowest relaxation in the cell 163.1 ns
rough lifetime to dislocations (1e+08 cm^-2) 1.29 s
\end{verbatim}
